# The T-Move Energy Bound in Diffusion Monte Carlo with Nonlocal Pseudopotentials, part 1

(Sections cited here and not found follow in the later parts.)

In diffusion Monte Carlo with a nonlocal pseudopotential, the T-move scheme of Casula replaces the Hamiltonian $H$ by an effective Hamiltonian $H_{\rm eff}$ built from the trial function $\psi$. Those matrix elements of the nonlocal operator that keep the walker density positive are retained and sampled as jumps, and those that would make it negative are removed and replaced by a local potential. The lowest energy $E_{\rm eff}$ of $H_{\rm eff}$, with eigenfunction $\phi_{\rm eff}$, obeys

$$E_0\;\le\;\frac{\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle}{\langle\phi_{\rm eff}|\phi_{\rm eff}\rangle}\;\le\;E_{\rm eff}\;\le\;E_{\rm VMC},\tag{1}$$

where $E_{\rm VMC}=\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$ and $E_0$ is the lowest energy of $H$ among antisymmetric functions. The walk converges to the density $\psi\phi_{\rm eff}$, and the average of the ordinary local energy over that density equals $E_{\rm eff}$. Four conditions limit the statement. $E_0$ belongs to the pseudopotential Hamiltonian and says nothing about the all-electron energy. The trial function is real. The nonlocal kernel that is split must be symmetric. The simulation delivers $E_{\rm eff}$ only in the limits of zero time step and infinite walker population. The locality approximation, which makes the whole nonlocal operator local, has an energy $E_{\rm LA}\le E_{\rm eff}$ that can lie on either side of $E_0$.

The algebra is in atomic units, and numbers are in eV and Å. A configuration is $x=(\mathbf r_1,\dots,\mathbf r_N)$, each electron carrying a fixed spin label, and antisymmetry means a sign change under exchange of two electrons of like spin. The Hamiltonian is $H=K+V_{\rm loc}+V$, with $K=-\tfrac12\sum_i\nabla_i^2$, a multiplicative potential $V_{\rm loc}(x)$, and a nonlocal part. For one atom at the origin the semilocal pseudopotential multiplies the angular-momentum-$l$ component of the wave function of electron $i$ by a bounded radial function $v_l(r_i)$, for a finite set of $l$. The projector on angular momentum $l$ has the kernel $\sum_mY_{lm}(\Omega)Y^*_{lm}(\Omega')$, which the addition theorem of spherical harmonics turns into $(2l+1)P_l(t)/4\pi$, with $t=\Omega\cdot\Omega'$ the cosine of the angle between the two directions. Hence

$$(V\phi)(x)=\sum_i\int\frac{d\Omega'}{4\pi}\,a(r_i,t)\,\phi(\mathbf r_1,\dots,r_i\Omega',\dots,\mathbf r_N),\qquad a(r,t)=\sum_l(2l+1)\,v_l(r)\,P_l(t).\tag{2}$$

The operator connects $x$ to every $x'$ obtained by moving one electron on its sphere about the atom, and several atoms give a sum of such terms. This is abbreviated as $(V\phi)(x)=\int dx'\,V(x,x')\phi(x')$, where $\int dx'$ stands for the sum over electrons and atoms and the integral over the sphere. The kernel is real, and it is symmetric, $V(x,x')=V(x',x)$, because $r_i$ and $t$ are unchanged when the two points are interchanged. On a lattice the integrals become sums, and any diagonal element of $V$ is counted as part of $V_{\rm loc}$. The trial function $\psi$ is real and antisymmetric and vanishes linearly on its nodal surface, which divides configuration space into pockets of fixed sign.

Diffusion Monte Carlo projects on the ground state with $\partial_\tau\phi=-(H-E_T)\phi$, where $E_T$ is a constant that keeps the norm steady, and it represents the product $\rho=\psi\phi$ by a population of walkers. Multiplying the equation by $\psi(x')$ and writing $\phi=\rho/\psi$, the nonlocal term contributes

$$\partial_\tau\rho(x')\Big|_V=-\int dx\;\tilde v(x',x)\,\rho(x),\qquad \tilde v(x',x)=\frac{\psi(x')V(x',x)}{\psi(x)}.\tag{3}$$

Density at $x$ feeds density at $x'$ at the rate $-\tilde v(x',x)$. Where $\tilde v<0$ this is a positive rate and can be realized as a jump of a walker. Where $\tilde v>0$ a positive density at $x$ creates negative density at $x'$, walkers of both signs appear, and the sign problem that the fixed-node condition removed from the kinetic term returns. The sign of $\tilde v$ is best read from

$$W(x,x')=\psi(x)\,V(x,x')\,\psi(x'),\tag{4}$$

since $\tilde v(x',x)=W(x',x)/\psi(x)^2$ has the sign of $W$, and $W$ is symmetric. Let $V^+$ equal $V$ where $W>0$ (the sign-violating pairs) and zero elsewhere, and let $V^-=V-V^+$ (the sign-preserving pairs), with $W^\pm=\psi V^\pm\psi'$ and $\tilde v^\pm$ defined accordingly. A pair that is violating from $x$ to $x'$ is violating from $x'$ to $x$, so $V^+$ and $V^-$ are separately symmetric. The superscript refers to the sign of $W$ and not of $V$. A positive element $V(x,x')$ between points where $\psi$ has opposite signs is sign-preserving, so jumps may carry a walker across the nodal surface.

The effective Hamiltonian keeps $V^-$ and replaces $V^+$ by the sign-flip potential:

$$H_{\rm eff}=K+V_{\rm loc}+v_{\rm sf}+V^-,\qquad v_{\rm sf}(x)=\int dx'\,\tilde v^+(x',x)=\frac{(V^+\psi)(x)}{\psi(x)}=\frac{1}{\psi(x)^2}\int dx'\,W^+(x,x')\;\ge0.\tag{5}$$

It acts on real functions $\phi$ that vanish on the nodal surface of $\psi$ and have finite kinetic energy. No symmetry under permutations is imposed on them, because the walk imposes none. $E_{\rm eff}$ is the minimum over such functions of $Q_{\rm eff}[\phi]/\langle\phi|\phi\rangle$, with the quadratic form

$$Q_{\rm eff}[\phi]=\int dx\,\Big[\tfrac12|\nabla\phi|^2+(V_{\rm loc}+v_{\rm sf})\phi^2\Big]+\iint dx\,dx'\,\phi(x)V^-(x,x')\phi(x'),$$

and the minimum is assumed to be attained, that is, $H_{\rm eff}$ has a bound ground state. At distance $\delta$ from a node $\psi\propto\delta$, so $v_{\rm sf}$ grows like $c/\delta$ with $c\ge0$. The eigenfunction still vanishes linearly. In the direction normal to the node put $\phi=\delta+c_2\delta^2+\dots$. Then $(c/\delta)\phi\to c$ is finite. The jump term $V^-\phi$ and the part of the kinetic term due to the curvature of the nodal surface are finite as well, with a sum $b_0$ at the node. The equation holds at order $\delta^0$ when $-\tfrac12\phi''=-c_2$ cancels $c+b_0$, so the singular potential first enters at the coefficient of $\delta^2$ and leaves the linear vanishing intact. Thus $v_{\rm sf}\phi^2\sim\delta$ is integrable, and the ratio $f=\phi/\psi$ stays bounded at the node.

The definition (5) is chosen so that the two Hamiltonians agree on the trial function. From $v_{\rm sf}\psi=V^+\psi$,

$$H_{\rm eff}\psi=(K+V_{\rm loc})\psi+V^+\psi+V^-\psi=H\psi,\tag{6}$$

so the local energy $E_L=(H\psi)/\psi$ is the same for both. Since $\psi$ vanishes on its own nodes it is an admissible function for $H_{\rm eff}$, and its Rayleigh quotient is $\langle\psi|H\psi\rangle/\langle\psi|\psi\rangle=E_{\rm VMC}$. The minimum cannot exceed this value, which is the last inequality in (1). The average of $E_L$ over $\psi\phi_{\rm eff}$ follows as well. In the numerator $\int\phi_{\rm eff}\,H\psi=\int\phi_{\rm eff}\,H_{\rm eff}\psi$ by (6). The operator is then moved onto $\phi_{\rm eff}$. For the local terms this is immediate, for $V^-$ it uses the symmetry of the kernel, and for $K$ Green's identity in each pocket leaves the surface term $\tfrac12\oint(\psi\,\partial_n\phi_{\rm eff}-\phi_{\rm eff}\,\partial_n\psi)$, which is zero because both functions vanish on the boundary. Therefore

$$E_{\rm mix}=\frac{\int dx\,\psi\phi_{\rm eff}\,E_L}{\int dx\,\psi\phi_{\rm eff}}=\frac{\langle\phi_{\rm eff}|H_{\rm eff}|\psi\rangle}{\langle\phi_{\rm eff}|\psi\rangle}=E_{\rm eff}.\tag{7}$$

The mixed estimator gives the eigenvalue of $H_{\rm eff}$ and not the expectation value of $H$ in $\phi_{\rm eff}$, which is why the bound has to be proved for $E_{\rm eff}$.

The middle inequality in (1) rests on one identity. The difference of the two Hamiltonians is $\Delta=H_{\rm eff}-H=v_{\rm sf}-V^+$. For any admissible $\phi=\psi f$, and with $f=f(x)$, $f'=f(x')$, the local part gives, by the last form of $v_{\rm sf}$ in (5),

$$\int dx\,v_{\rm sf}\,\psi^2f^2=\iint dx\,dx'\,W^+(x,x')\,f^2=\tfrac12\iint dx\,dx'\,W^+(x,x')\,\big(f^2+f'^2\big).$$

The second equality renames $x\leftrightarrow x'$ in half of the integral and uses $W^+(x,x')=W^+(x',x)$. Symmetry of the kernel is needed here, as it was in passing from the first to the later forms of $v_{\rm sf}$ in (5), and without it the terms below do not combine into a square. The nonlocal part gives $\iint\phi V^+\phi'=\iint W^+ff'$. Subtracting, the three terms form a square:

$$\langle\phi|\Delta|\phi\rangle=D^+[f]\equiv\tfrac12\iint dx\,dx'\,W^+(x,x')\,\big[f(x)-f(x')\big]^2\;\ge0.\tag{8}$$

So $\langle\phi|H|\phi\rangle\le Q_{\rm eff}[\phi]$ for every admissible $\phi$, and for normalized $\phi_{\rm eff}$,

$$\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle=E_{\rm eff}-D^+[f_{\rm eff}].\tag{9}$$

The effective Hamiltonian is the true one plus a penalty on any change in the ratio $\phi/\psi$ between the two ends of a violating pair.

The same manipulation applied to the other terms puts all the Hamiltonians of interest in one form. For the kinetic energy, the product rule gives $|\nabla(\psi f)|^2=\psi^2|\nabla f|^2+2\psi f\,\nabla\psi\cdot\nabla f+f^2|\nabla\psi|^2$, and the last two terms equal $\nabla\psi\cdot\nabla(\psi f^2)$. Integrating these by parts in each pocket, with the surface term $\psi f^2\partial_n\psi$ vanishing on the node because $f$ is bounded,

$$\tfrac12\int|\nabla\phi|^2=\tfrac12\int\psi^2|\nabla f|^2+\int f^2\,\psi\,(K\psi).$$

For the jump term, $ff'=\tfrac12(f^2+f'^2)-\tfrac12(f-f')^2$ and the symmetry of $W^-$ give

$$\iint W^-ff'=\int f^2\,\psi\,(V^-\psi)+D^-[f],\qquad D^-[f]=\tfrac12\iint|W^-|\,(f-f')^2\ \ge0,$$

where the sign of $D^-$ comes from $-W^-=|W^-|$. The terms proportional to $f^2$ add up to $f^2\psi\,(K+V_{\rm loc}+V^++V^-)\psi=f^2\psi^2E_L$. With

$$A[f]=\int dx\,\psi^2\Big[\tfrac12|\nabla f|^2+E_L f^2\Big],$$

the result is

$$Q_{\rm LA}=A,\qquad Q_{\rm eff}=A+D^-,\qquad \langle\phi|H|\phi\rangle=A+D^--D^+.\tag{10}$$

The first entry is the locality approximation, $H_{\rm LA}=K+V_{\rm loc}+(V\psi)/\psi$, which has no nonlocal term, so that its form consists of the kinetic term and $f^2\psi^2$ times the local potentials, and these combine to $A$. The true Hamiltonian rewards variation of $f$ across violating pairs, T-moves discard that reward, and the locality approximation also discards the cost of variation across preserving pairs.

Equation (9) and the Rayleigh–Ritz principle show at once that $E_{\rm eff}$ lies above the lowest eigenvalue of $H$ without any symmetry restriction. For electrons that statement is weak, because the unrestricted minimum can lie far below the fermionic one. The first inequality in (1) requires that $\phi_{\rm eff}$ be antisymmetric, and this takes two further steps.

The first step shows that $f$ can be taken non-negative. Let $\phi=\psi f$ be a minimizer, and compare it with $\psi|f|$, which has the same norm and also vanishes on the nodes. In $A$, $|f|^2=f^2$, and $|\nabla|f||=|\nabla f|$ except on the surface where $f$ changes sign, which has no volume, so $A[|f|]=A[f]$. In $D^-$, $\big||f|-|f'|\big|\le|f-f'|$ with the non-negative weight $|W^-|$ gives $D^-[|f|]\le D^-[f]$. Hence $Q_{\rm eff}$ does not rise, and $\psi|f|$ is a minimizer too. The argument fails for $H$ itself, because $D^+$ enters (10) with a minus sign and replacing $f$ by $|f|$ can raise the energy. That failure is the sign problem in variational form.

The second step symmetrizes $f$. Let $\mathcal P$ be a permutation of like-spin electrons with sign $s_{\mathcal P}=\pm1$, so that $\psi(\mathcal Px)=s_{\mathcal P}\psi(x)$. The kernel is invariant, $V(\mathcal Px,\mathcal Px')=V(x,x')$, since (2) treats all electrons alike. Then $W(\mathcal Px,\mathcal Px')=s_{\mathcal P}^2W(x,x')=W(x,x')$, and likewise $\psi^2$ and $E_L$ are invariant. Changing integration variables in $A$ and $D^-$ shows that $f(\mathcal Px)$ has the same form value and the same norm $\int\psi^2f^2$ as $f(x)$, so it is also a minimizer. The minimizers of a Rayleigh quotient make up the lowest eigenspace, which is a linear space, so $f_S(x)=\sum_{\mathcal P}f(\mathcal Px)$ belongs to it provided it is not zero, and it is not zero because every term is non-negative and $f$ does not vanish identically. The function $\phi_{\rm eff}=\psi f_S$ is the product of an antisymmetric and a symmetric function, so it is antisymmetric, and it has the sign of $\psi$ wherever it is nonzero. It is continuous across the node, where its slope may jump, and its kinetic energy is finite, so it is a legitimate trial function for $H$ in the antisymmetric sector. The Rayleigh–Ritz principle gives $\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle\ge E_0$ for the normalized function, and with (9) and (6) the chain (1) is complete. The denominator of (7) is $\int\psi^2f_S>0$. The symmetrization works unchanged for any finite group of volume-preserving transformations of the configuration $x$ that leave $K$, $V_{\rm loc}$ and the kernel $V(x,x')$ invariant and multiply $\psi$ by $\pm1$, and $E_0$ may then be read as the lowest energy of that symmetry. A complex $\psi$ is not covered, because $W$ then has a phase and cannot be sorted into two signs.

The error has two non-negative parts,

$$E_{\rm eff}-E_0=D^+[f_{\rm eff}]+\big(\langle\phi_{\rm eff}|H|\phi_{\rm eff}\rangle-E_0\big),\tag{11}$$

and it vanishes only if both do, which means that $\phi_{\rm eff}$ is a ground state of $H$ and $f_{\rm eff}$ is equal at the two ends of every violating pair. An exact trial function is sufficient, since then $E_{\rm VMC}=E_0$ squeezes the whole chain. Near that limit, write $\psi=\phi_0+\epsilon\eta$ with $\phi_0$ the normalized ground state and $\eta$ orthogonal to it. Because $(H-E_0)\phi_0=0$, the cross terms drop out and

the variational error $E_{\rm VMC}-E_0$, an upper bound on $E_{\rm eff}-E_0$, is of second order in $\epsilon$. The chain (1) is now proved for a real trial function and a symmetric kernel; what remains is to compare T-moves with the locality approximation, tighten the bound, derive the algorithm and test the results on models.
